# Threshold Laws for Phonon-Assisted Two-Photon Absorption Between Parabolic Bands

## Result and conditions

Two photons, each of energy \(w\), lift an electron across an indirect gap \(E_g\), while a phonon of energy \(Q\) is emitted or absorbed. The energy left for the motion of the electron and the hole is

\[
D_{\rm em}=2w-E_g-Q,\qquad D_{\rm abs}=2w-E_g+Q. \tag{1}
\]

Let \(D\) be either of these. For independent carriers in isotropic parabolic bands, the rate per volume of that phonon channel is, for \(D>0\),

\[
W_0=\frac{|M|^2(m_cm_v)^{3/2}}{8\pi^2}\,D^2
\quad\text{for a constant amplitude } M, \tag{2}
\]

\[
W_1=\frac{|\mathbf b|^2m_c^{5/2}m_v^{3/2}}{24\pi^2}\,D^3
\quad\text{for an amplitude } \mathbf b\cdot\mathbf k_c. \tag{3}
\]

For \(D<0\) the rate vanishes. Here \(m_c,m_v\) are the electron and hole masses, and \(\mathbf k_c,\mathbf k_v\) are the carriers' wavevectors, measured from the conduction valley and the valence-band top. Atomic units are used in the derivation (\(\hbar=1\), free-electron mass 1). The formulas count one valley, one hole band and one spin channel; further ones add.

The valence band is full, the conduction band is empty, \(Q\) is constant, and electron-hole attraction is left out. The light field's amplitude is fixed, and the slow dependence of \(M\) and \(\mathbf b\) on photon energy is frozen. The cubic law requires the amplitude to vanish at the band edges: a constant part would restore a quadratic term.

## From the golden rule to two powers

The transition is of third order: two photon vertices and one phonon vertex. The light is a classical field and brings no volume factor, while the phonon vertex carries \(V^{-1/2}\) from the normalization of a lattice mode in the volume \(V\). The amplitude is therefore written \(M/\sqrt V\).

Photon momentum is negligible, and the phonon takes up whatever crystal momentum is needed. Hence \(\mathbf k_c\) and \(\mathbf k_v\) are independent, and each pair fixes one phonon wavevector. The golden rule, divided by \(V\), gives

\[
W=\frac{2\pi}{V}\sum_{\mathbf k_c,\mathbf k_v}\frac{|M|^2}{V}\,
\delta(D-E_c-E_v),\qquad
E_c=\frac{k_c^2}{2m_c},\quad E_v=\frac{k_v^2}{2m_v}. \tag{4}
\]

Each sum becomes \(V\int d^3k/(2\pi)^3\), so the volume cancels:

\[
W=2\pi\iint\frac{d^3k_c\,d^3k_v}{(2\pi)^6}\,|M|^2\,
\delta(D-E_c-E_v). \tag{5}
\]

The powers follow from scaling. Put \(\mathbf k=\sqrt D\,\boldsymbol\kappa\) for both carriers. The six-dimensional volume element gives \(D^3\) and the delta function gives \(D^{-1}\). A constant \(|M|^2\) leaves \(D^2\); an amplitude linear in one wavevector adds a factor \(D\). The argument needs only band energies that are homogeneous of degree two in \(\mathbf k\), so it also covers ellipsoidal and warped bands.

For the coefficients, use the density of states per volume and spin. With \(k=\sqrt{2mE}\), \(k^2dk=\tfrac12(2m)^{3/2}\sqrt E\,dE\), so

\[
g(E)=\frac{4\pi}{(2\pi)^3}\,\frac{(2m)^{3/2}}{2}\sqrt E
=\frac{(2m)^{3/2}}{4\pi^2}\sqrt E . \tag{6}
\]

**Constant amplitude.** The delta function sets \(E_v=D-E_c\). Writing \(E=E_c\),

\[
W_0=2\pi|M|^2\frac{8(m_cm_v)^{3/2}}{16\pi^4}
\int_0^D\!\sqrt{E(D-E)}\,dE . \tag{7}
\]

Substitute \(E=D\sin^2\theta\), \(dE=2D\sin\theta\cos\theta\,d\theta\):

\[
\int_0^D\!\sqrt{E(D-E)}\,dE
=2D^2\!\int_0^{\pi/2}\!\sin^2\theta\cos^2\theta\,d\theta
=\frac{D^2}{2}\int_0^{\pi/2}\!\sin^22\theta\,d\theta
=\frac{\pi D^2}{8}. \tag{8}
\]

The prefactor in (7) is \(|M|^2(m_cm_v)^{3/2}/\pi^3\). Multiplication by (8) gives (2).

**Linear amplitude.** On a sphere of fixed \(k_c\), the mean of \(|\mathbf b\cdot\mathbf k_c|^2\) is \(|\mathbf b|^2k_c^2/3\), because the three squared components have equal means and the mixed products average to zero. Since \(k_c^2=2m_cE_c\),

\[
\overline{|\mathbf b\cdot\mathbf k_c|^2}=\tfrac23m_c|\mathbf b|^2E_c . \tag{9}
\]

The remaining integral, with the same substitution, is

\[
\int_0^D\!E^{3/2}(D-E)^{1/2}dE
=2D^3\!\int_0^{\pi/2}\!\sin^4\theta\cos^2\theta\,d\theta
=\frac{\pi D^3}{16}. \tag{10}
\]

The last step uses \(\theta\to\pi/2-\theta\), which exchanges sine and cosine. Half the sum of the two equal forms is \(D^3\int\sin^2\theta\cos^2\theta\,d\theta\), because \(\sin^2\theta+\cos^2\theta=1\); by (8) this is \(\pi D^3/16\). Then

\[
W_1=\frac{(m_cm_v)^{3/2}}{\pi^3}\cdot\frac{2m_c|\mathbf b|^2}{3}\cdot
\frac{\pi D^3}{16}, \tag{11}
\]

which is (3). The extra power has a direct meaning. For constant amplitude the integrand in (8) is symmetric between the carriers, so the mean electron energy is \(D/2\). Inserting it in (9) gives the mean squared amplitude \(m_c|\mathbf b|^2D/3\), which is the ratio of (3) to (2) per unit \(|M|^2\).

## Mixed amplitudes and ellipsoids

Take the amplitude \(a+\mathbf b\cdot\mathbf k_c+\mathbf c\cdot\mathbf k_v\). Every cross term in its square is odd in \(\mathbf k_c\) or in \(\mathbf k_v\), while the energies are even, so the cross terms integrate to zero:

\[
W=(m_cm_v)^{3/2}\left[\frac{|a|^2D^2}{8\pi^2}
+\frac{(|\mathbf b|^2m_c+|\mathbf c|^2m_v)D^3}{24\pi^2}\right]. \tag{12}
\]

The quadratic term dominates close to threshold, and the two are equal at \(D=3|a|^2/(|\mathbf b|^2m_c+|\mathbf c|^2m_v)\). An amplitude linear in both wavevectors at once, \((\mathbf b\cdot\mathbf k_c)(\mathbf c\cdot\mathbf k_v)\), scales as \(D^4\).

For an ellipsoidal band, set \(k_i=\sqrt{m_i}\,\kappa_i\) along the principal axes. The energy becomes \(\kappa^2/2\), the volume element gains \(\sqrt{m_1m_2m_3}\), and \(b_i\) becomes \(b_i\sqrt{m_i}\). Thus \(m^{3/2}\) is replaced by \(\sqrt{m_1m_2m_3}\), and \(|\mathbf b|^2m\) by \(\sum_i|b_i|^2m_i\).

These statements were tested by sampling (5) directly at about one million points in six dimensions. The electron masses were (0.9, 0.2, 0.3), the hole masses (0.5, 0.4, 0.6), \(a=0.7\), \(\mathbf b=(0.8,-1.1,0.6)\) and \(\mathbf c=(-0.5,0.9,0.7)\). The rates, summed up to excess energies of 0.6, 0.8 and 1.0, agreed with the formulas within 5 per cent. The measured powers were 1.98 for the constant, 2.96 for the linear and 3.96 for the doubly linear amplitude. The mixed amplitude gave 2.37, a value between two and three, as (12) requires.

## Where a linear amplitude comes from

A photon vertex is proportional to a matrix element of momentum. If the vertex joins different bands, it can stay finite at the band edge, and a path built from such vertices can give a constant amplitude. If it leaves the electron in the same band, it is the band velocity. To see this, write the Hamiltonian for the periodic part of a Bloch state in a local potential \(U\) as \(H(\mathbf k)=(\mathbf p+\mathbf k)^2/2+U\). For a normalized eigenstate the derivative of the energy is the expectation of the derivative of \(H\):

\[
\nabla_{\mathbf k}E=\langle\mathbf p+\mathbf k\rangle . \tag{13}
\]

The right side is the momentum expectation of the full Bloch state. At a valley minimum it vanishes, and nearby it equals \(\mathbf k_c/m_c\).

Consider the path in which one photon and the phonon bring the electron to the valley and the second photon then acts within the band. Just before that last step the electron and the phonons are already in their final state, but one photon too many is present. The energy lies \(w\) above the final energy, which equals the initial one. The energy denominator therefore has magnitude \(w\), whatever \(\mathbf k_c\) is, and the path's amplitude is linear in \(\mathbf k_c\) as long as its other factors are constant. The same last photon can act on the hole instead, with the same denominator. The two terms together are proportional to the relative velocity of electron and hole, an amplitude of the form (12) with \(a=0\), which is again cubic in \(D\).

Equation (13) can be followed in silicon with an empirical pseudopotential: lattice constant 0.543 nm and form factors \(-0.21\), 0.04 and 0.08 Ry at squared reciprocal lengths 3, 8 and 11 in units of \((2\pi/a)^2\), where \(a\) is here the lattice constant. With 137 plane waves the valley lies at \(0.853\times2\pi/a\), with longitudinal mass 0.87 and transverse mass 0.18; a larger basis moves the valley to 0.854 and leaves the masses unchanged to these digits. The momentum expectation there is zero to numerical accuracy, and its slope matches the inverse mass from the energy curvature within 2 per cent along both axes. This model leaves out spin-orbit coupling and has no explicit treatment of many-body effects, and it serves here for the band shape, not for the gap. It does not decide which type of path dominates in silicon.

## Adding the phonon channels

Phonon emission carries the factor \(N+1\) and absorption the factor \(N\), where \(N\) is the thermal occupation. If the amplitudes are otherwise equal, the total rate is proportional to

\[
F_n=(N+1)D_{\rm em}^{\,n}+N D_{\rm abs}^{\,n},\qquad n=2\text{ or }3, \tag{14}
\]

with a term dropped when its \(D\) is negative. As the temperature goes to zero, emission alone remains. At finite temperature \(F_n\) is not a power of \(2w-E_g\). Its apparent power in that variable is the weighted mean, over the two channels, of

\[
\frac{d\ln D^n}{d\ln(2w-E_g)}=n\,\frac{2w-E_g}{D}, \tag{15}
\]

which exceeds \(n\) for emission and is below \(n\) for absorption.

## Silicon at 1800 and 2000 nm

Take rough values for silicon at 300 K: \(E_g=1.12\) eV and \(Q=58\) meV, so \(N=0.1187\). The photon energies are 0.6888 eV at 1800 nm and 0.6199 eV at 2000 nm. From (1), the excess energies for emission and absorption are 0.1996 and 0.3156 eV at 1800 nm, and 0.0618 and 0.1778 eV at 2000 nm. For the quadratic law,

\[
\begin{aligned}
F_2(1800)&=1.1187(0.1996)^2+0.1187(0.3156)^2=0.0564\ \text{eV}^2,\\
F_2(2000)&=1.1187(0.0618)^2+0.1187(0.1778)^2=0.0080\ \text{eV}^2.
\end{aligned} \tag{16}
\]

The rate falls by a factor of 7.0 between the two wavelengths. For the cubic law the sums are 0.01263 and 0.00093 eV\(^3\), and the factor is about 14. Field amplitude, temperature and matrix elements are held fixed.

The apparent powers in \(2w-E_g\) are 2.38 at 1800 nm and 2.69 at 2000 nm for the quadratic law, and 3.45 and 3.10 for the cubic law. The cubic law's power is lower at 2000 nm than at 1800 nm because phonon absorption supplies 0.00067 of the 0.00093 eV\(^3\) at 2000 nm, and by (15) that channel has the lower slope.

## Electron-hole attraction

Let \(M_t=m_c+m_v\) and \(\mu=m_cm_v/M_t\). With \(\mathbf k_v\) now the hole's own wavevector, the pair has total wavevector \(\mathbf K=\mathbf k_c+\mathbf k_v\) and relative wavevector \(\mathbf q\), with \(\mathbf k_c=(m_c/M_t)\mathbf K+\mathbf q\). Let \(E=q^2/2\mu\) be the relative energy, so that the centre of mass has \(D-E\), and let \(R\) be the exciton binding energy. A constant amplitude creates the pair at one point, so its rate is weighted by the probability of contact. The standard Coulomb result for this factor is

\[
S_0=\frac{2\pi g}{1-e^{-2\pi g}},\qquad g=\sqrt{R/E}. \tag{17}
\]

The free density \(\sqrt E\) becomes \(\rho(E)=\sqrt E\,S_0\), plus bound levels at \(E=-R/j^2\) with weights \(4\pi R^{3/2}/j^3\), \(j=1,2,\dots\). Hence

\[
\frac{W_0^{\rm C}}{W_0}=\frac{8}{\pi D^2}\int\rho(E)\sqrt{D-E}\;dE . \tag{18}
\]

For small \(g\), \(S_0\approx1+\pi g\). The correction to the integral is \(\pi\sqrt R\int_0^D\sqrt{D-E}\,dE=\tfrac{2\pi}{3}\sqrt R\,D^{3/2}\), so

\[
\frac{W_0^{\rm C}}{W_0}\approx1+\frac{16}{3}\sqrt{\frac RD}. \tag{19}
\]

The approach to the quadratic law is slow: a correction of 10 per cent needs \(D\) of about \(3000R\). With the rough value \(R=15\) meV this is some 45 eV, far outside any parabolic range.

For the linear amplitude, the mean square (9) splits into a centre-of-mass part and a relative part, in which \(E_c\) is replaced by \((m_c/M_t)(D-E)+(m_v/M_t)E\). The first part keeps \(S_0\). The second involves the gradient of the pair function at contact, whose standard factor is \(S_0(1+g^2)\); this turns \(E\) into \(E+R\). These factors hold for an amplitude that is strictly linear in \(\mathbf k_c\). In the intraband path described above, attraction also acts in the intermediate state. For \(w=0.65\) eV and \(R=15\) meV this raises the relative part by a further 25 to 30 per cent at relative energies of 0.05 to 0.25 eV, an increase left out below.

With a hole mass of 0.5 and the mean electron mass of the valley, attraction multiplies the quadratic-law rate by 3.8 at 1800 nm and 7.5 at 2000 nm, and the cubic-law rate by 3.7 and 6.4. The ratios between the wavelengths drop to 3.5 and 7.9. The factors are sensitive to \(R\): the same masses with a dielectric constant of 11.7 give \(R=19\) meV instead of 15 meV, and the quadratic-law factors become 4.4 and 9.4. At \(D=0.2\) eV the local powers are 1.36 and 2.32 instead of 2 and 3. In this effective-mass estimate, then, the ideal powers are not reached in silicon near threshold.

## Other limits in a real device

Several further effects were estimated one at a time, each against the ideal ratios of 7.0 and 13.6 (the latter rounded to 14 above).

- **Band shape.** Pseudopotential conduction bands in place of ellipsoids, with the actual band velocity in the linear amplitude, give 8.0 and 13.5, each uncertain by about 0.05 from basis and mesh. The band at the zone boundary point X lies only 0.13 eV above the minimum. Electrons can reach it at 1800 nm, and at 2000 nm only when a phonon is absorbed.
- **Split-off holes.** A third parabolic hole band 44 meV down, with equal amplitude, gives 7.6 and 14.3. This understates the effect in silicon, where the hole bands mix and flatten at these energies. A six-band \(k\cdot p\) model with Luttinger parameters 4.285, 0.339 and 1.446 gives 8.4 and 15.6, and a rate 2.7 to 3.3 times that found with its heavy- and light-hole band-edge masses. Pseudopotential valence bands with spin-orbit coupling added give the same ratios, but a rate only 2.5 to 3.0 times that of their own heavy- and light-hole band-edge masses.
- **Phonon branch.** A 19 meV phonon in place of the 58 meV one, with the same amplitude, gives 4.8 and 10.3. The coupling strengths of the branches differ in silicon and are not computed here.
- **Fixed intensity.** The vector potential scales as \(\sqrt I/w\) at intensity \(I\), so the rate gains \(w^{-4}\). The intraband path adds \(w^{-2}\) from its denominator. With one further denominator, \(3.4\ \text{eV}-w\), where 3.4 eV is a rough direct gap, the ratios become 4.8 and 7.6. A constant-amplitude path has a second denominator, held fixed here; taking it as \(3.4\ \text{eV}-w\) or \(3.4\ \text{eV}-2w\) raises 4.8 to 5.1 or 5.5.
- **Heating.** At 350 K, with the gap shrinking by 0.27 meV/K, they are 5.6 and 10.3.
- **Band filling.** A carrier density of \(10^{17}\) cm\(^{-3}\) fills the band edge to about 0.4 per cent, which is negligible here.

With \(R=15\) meV, attraction changes the size of the rate by factors of about 4 to 8. At 1800 nm and equal amplitude, the choice of phonon energy matters nearly as much, with factors of 3.2 and 3.6 for the two laws. For the cubic law's ratio between the two wavelengths, the frequency factors matter about as much as attraction. Attraction also blurs the distinction between the two laws: a ratio near 7 fits a constant amplitude without attraction, but with attraction and \(R\) from 15 to 19 meV an amplitude \(\mathbf b\cdot\mathbf k_c\) gives 7.9 to 7.3, one linear in the hole wavevector 7.5 to 6.9, and one linear in the relative wavevector \(\mathbf q\) 9.0 to 8.5. A measured slope therefore identifies the type of amplitude only after attraction, band shape, phonon branches and frequency factors have been included together. At 1550 nm the excess energy is larger, and the parabolic range is left further behind. The numerical output lists the individual factors for parabolic hole bands.

## Computed values

```
Wavevector integral (rate summed up to excess energy x):
  constant: measured power of the rate = 1.98
  linear in kc: measured power of the rate = 2.96
  a + b.kc + c.kv: measured power of the rate = 2.37
  (b.kc)(c.kv): measured power of the rate = 3.96
Energy integrals at D=1: 0.39270 (constant), 0.19635 (linear)
Silicon valley at 0.853 x 2pi/a, a = 0.543 nm
Momentum expectation at the minimum: 4.2e-10 a.u.
Masses: longitudinal 0.872, transverse 0.184 electron masses
Conduction band at X above the minimum: 0.130 eV
Inputs: gap 1.12 eV, phonon 58 meV, 300 K
Phonon occupation: 0.1187
1800 nm: photon 0.6888 eV, excess 0.1996 eV (emission), 0.3156 eV (absorption)
2000 nm: photon 0.6199 eV, excess 0.0618 eV (emission), 0.1778 eV (absorption)
Power 2: phonon-weighted sums 0.05639 and 0.008032 eV^2, ratio 7.02
  apparent power in 2w-Eg: 2.38 at 1800 nm, 2.69 at 2000 nm
Power 3: phonon-weighted sums 0.01263 and 0.000932 eV^3, ratio 13.55
  apparent power in 2w-Eg: 3.45 at 1800 nm, 3.10 at 2000 nm
Rough inputs: exciton 15 meV, split-off 44 meV, direct gap 3.4 eV
Rough hole masses: 0.5, 0.16, split-off 0.24; gap slope -0.27 meV/K
Effect: rate factor at 1800 nm, at 2000 nm, new ratio 1800/2000
  electron-hole attraction, power 2: 3.76, 7.52, 3.5
  electron-hole attraction, power 3: 3.69, 6.37, 7.9
  pseudopotential bands, power 2: 1.27, 1.11, 8.0
  pseudopotential bands, power 3: 0.95, 0.95, 13.5
  split-off holes added, power 2: 1.18, 1.09, 7.6
  split-off holes added, power 3: 1.15, 1.09, 14.3
  phonon of 19 meV, power 2: 3.19, 4.64, 4.8
  phonon of 19 meV, power 3: 3.61, 4.76, 10.3
  frequency factors (1 at 1800 nm), power 2: 1.00, 1.45, 4.8
  frequency factors (1 at 1800 nm), power 3: 1.00, 1.79, 7.6
  chip at 350 K, power 2: 1.27, 1.61, 5.6
  chip at 350 K, power 3: 1.38, 1.82, 10.3
Local power at 0.2 eV with attraction, law 2: 1.36
Local power at 0.2 eV with attraction, law 3: 2.32
Band-edge filling at 1e+17 cm^-3: 0.39 per cent
```
